# Ground State, Correlation Length and Gap of the Spin-1 Chain from iTEBD

A matrix product state of bond dimension 18 for the infinite spin-1 Heisenberg chain, relaxed with imaginary time steps of $0.1/J$, has an energy per site that is too high by $2.35\times10^{-3}J$. One more gate of half the usual length, applied to the half of the bonds that was not updated last, reduces this error to $6.1\times10^{-6}J$, a factor of about 390. Both errors are relative to a small-step calculation at the same truncation. Unfinished relaxation does not account for the larger error: runs with steps $\tau=0.1/J$, $0.05/J$ and $0.02/J$ all give an error of $0.235\,J^3\tau^2$, so it is set by the step length and not by the running time. The explanation lies in the order of the gates.

## The model and the projection

The Hamiltonian is
$$H=J\sum_j \mathbf S_j\cdot\mathbf S_{j+1},\qquad J>0,$$
with dimensionless spin-1 operators. Energies are in units of $J$, imaginary time in $1/J$ and lengths in lattice sites. In equations $J=1$.

Expand a starting state in eigenstates, $|\psi\rangle=\sum_n c_n|n\rangle$. Then
$$e^{-tH}|\psi\rangle=e^{-tE_0}\Big[c_0|0\rangle+\sum_{n>0}c_n e^{-t(E_n-E_0)}|n\rangle\Big].$$
If $c_0\neq0$ and there is a gap, normalization leaves the ground state. The rate of convergence reflects only the levels with $c_n\neq0$. The singlet start used here does not overlap the lowest excited level on the rings quoted in the section on truncation error, so the gap needs a second calculation, given below. Global statements of this kind are made on a long finite ring, and local quantities are then taken in the infinite limit.

The infinite state is stored as a repeated pair of tensors, $\cdots B_0^{\sigma}B_1^{\sigma'}B_0^{\sigma''}\cdots$, where each $B^\sigma$ is a matrix of size up to $D$. In right-canonical form $\sum_\sigma B^\sigma B^{\sigma\dagger}=1$. Cutting the chain at a bond gives Schmidt values $\lambda_a$ with $\sum_a\lambda_a^2=1$.

The start is the AKLT state, with $D=2$ and
$$B^{+}=\sqrt{\tfrac23}\,\sigma^+,\quad B^0=-\sqrt{\tfrac13}\,\sigma^z,\quad B^-=-\sqrt{\tfrac23}\,\sigma^- .$$
It is a spin singlet with bond spin $1/2$. A new bond carries spins contained in (old bond spin) $\otimes\,1$, so rotation-invariant gates keep every bond spin half-integer and every Schmidt value evenly degenerate. In canonical form the converged values begin with 0.696 (twice), 0.086 (four times) and 0.020 (twice). The values stored by the gate updates at $\tau=0.02/J$ and $D=36$ are 0.696, 0.087 and 0.021; they differ slightly because the updated tensors are canonical only approximately, as shown below. Truncation must not cut through such a multiplet, or it breaks rotation symmetry. Caps of 10, 20 and 36 therefore gave $D=8$, 18 and 36.

## One gate

Let $U=e^{-\tau\,\mathbf S\cdot\mathbf S}$ act on the two sites of a cell:
$$C^{\sigma\sigma'}=\sum_{\rho\rho'}U_{\sigma\sigma',\rho\rho'}B_0^\rho B_1^{\rho'},\qquad \theta^{\sigma\sigma'}=\lambda\,C^{\sigma\sigma'} .$$
Here $\lambda$ is the diagonal matrix of Schmidt values to the left of the cell, and $\theta$ is the wave function in the left Schmidt basis, the two spins and the right basis. Group the left index with $\sigma$, and $\sigma'$ with the right index, and decompose $\theta=XYZ$ into singular values. Keep the largest ones, with norm $|Y|$. The new right tensor is $B_1'=Z$. The new left tensor must obey $\lambda B_0'=XY/|Y|$. The kept rows of $Z$ are orthonormal, so $\theta Z^\dagger=XY$, that is, $\lambda CZ^\dagger=XY$. Hence
$$B_0'=CZ^\dagger/|Y| ,$$
with no division by small Schmidt values. The new Schmidt values are $Y/|Y|$. Exchanging the roles of the two tensors gives the update of the other bond.

There is a price for imaginary time. Without truncation,
$$\sum_\sigma B_0'^{\sigma}B_0'^{\sigma\dagger}=\lambda^{-1}\rho\,\lambda^{-1},\qquad \rho=\sum_{\sigma\sigma'}\theta^{\sigma\sigma'}\theta^{\sigma\sigma'\dagger}/|Y|^2 .$$
A unitary gate leaves $\rho=\lambda^2$, and the result is the identity. The present gate changes $\rho$ at order $\tau$, so the tensors are canonical only approximately. Truncation is then slightly less than optimal. Observables need not suffer if they are computed from a canonical form rebuilt at the end.

## Trotter error

Split $H=H_o+H_e$ into odd and even bonds. The terms within each part commute, so $e^{-\tau H_o}$ is a product of two-site gates. Repeated plain steps use
$$U_1=e^{-\tau H_e}e^{-\tau H_o},$$
whereas the symmetric step is
$$U_2=e^{-\tau H_o/2}e^{-\tau H_e}e^{-\tau H_o/2}.$$
Let $U_2\psi_2=\mu\psi_2$ with the largest $\mu$, and define $\phi=e^{\tau H_o/2}\psi_2$. Then
$$U_1\phi=e^{-\tau H_e}e^{-\tau H_o/2}\psi_2=e^{\tau H_o/2}U_2\psi_2=\mu\phi .$$
So $\phi$ is the fixed point of plain steps, and $e^{-\tau H_o/2}\phi=\psi_2$. A final half gate turns one fixed point into the other. It must act on the odd bonds, the ones not updated last. To first order $\phi=\psi_0+\frac{\tau}{2}H_o\psi_0$, and a half gate on the even bonds would give $\psi_0+\frac{\tau}{2}(H_o-H_e)\psi_0$. Since $H_e\psi_0=E_0\psi_0-H_o\psi_0$, this doubles the deviation from the ground state $\psi_0$ and multiplies the energy error by four at leading order. On a six-site ring at $\tau=0.05/J$ the error then rises from $4.37\times10^{-3}J$ to $1.65\times10^{-2}J$.

**Symmetric fixed point.** Since $U_2(-\tau)U_2(\tau)=1$, the logarithm of $U_2$ is odd in $\tau$:
$$\ln U_2=-\tau\,(H+\tau^2K+O(\tau^4)).$$
Perturbation theory for a nondegenerate ground state $\psi_0$ of a ring gives $\psi_2=\psi_0+\tau^2\chi+O(\tau^4)$. Because $(H-E_0)\psi_0=0$, the energy error needs a deviation on both sides:
$$\delta E_2=\tau^4\langle\chi|H-E_0|\chi\rangle+O(\tau^6).$$

**Plain fixed point.** Here $\phi=\psi_0+\frac{\tau}{2}H_o\psi_0+O(\tau^2)$, so
$$\delta E_1=\frac{\tau^2}{4}\langle H_o(H-E_0)H_o\rangle+O(\tau^4).$$
The cubic term is absent for the following reason. $\psi_2$ is even in $\tau$, so $\phi(-\tau)=e^{-\tau H_o/2}\psi_2(\tau)$. This is the fixed point of $e^{-\tau H_o}e^{-\tau H_e}$, by the same algebra as above. A translation by one site exchanges $H_o$ and $H_e$ and leaves $H$ unchanged, so $\phi(-\tau)$ and $\phi(\tau)$ have equal energies.

The coefficient grows in proportion to the length of the chain. Expanding the commutators and using $H\psi_0=E_0\psi_0$,
$$\langle[H_o,[H,H_o]]\rangle=2\langle H_oHH_o\rangle-2E_0\langle H_o^2\rangle ,$$
so $\langle H_o(H-E_0)H_o\rangle$ is half a double commutator, which is a sum of local terms. The error per site therefore has a finite limit.

On a six-site ring, dense diagonalization gives orders 2.001 and 3.994. The total plain error at $\tau=0.05/J$, divided by $\tau^2$, is $1.7467J^3$; the formula predicts $1.7464J^3$. In the infinite chain at $D=18$ the plain errors per site at $\tau=0.1/J$ and $0.05/J$ are $2.351\times10^{-3}J$ and $5.878\times10^{-4}J$. Their ratio is 4.00, and each gives
$$\frac{2.351\times10^{-3}}{0.1^2}=\frac{5.878\times10^{-4}}{0.05^2}=0.235$$
in units of $J^3$. The coefficient depends weakly on the truncation: at $D=36$ it is 0.237, which is also the value of the double-commutator formula in that state. At $D=18$, after the half gate the errors are $6.1\times10^{-6}J$ and $4.2\times10^{-7}J$. Their ratio, 14.5, is close to 16 but not equal to it. The $\tau^4$ error of the reference run at $\tau=0.02/J$ is not the cause, since that alone would raise the ratio to $(0.1^4-0.02^4)/(0.05^4-0.02^4)=16.4$. Nor is unfinished relaxation the cause, since longer runs leave the ratio at 14.5. At $D=36$ the ratio is about 16.3, close to 16.4, which points to the truncation at $D=18$. The numerical check below tests the fourth order only on the ring.

## Truncation error

For a single cut, discarding singular values leaves a normalized state whose squared overlap with the uncut one is $1-w$, where
$$w=\sum_{k>D}Y_k^2\Big/\sum_kY_k^2 .$$
It is tempting to read $w$ as the error of the final state, but $w$ depends on the step. Before a gate acts, the state has rank at most $D$ across the bond: it was truncated there last time, and gates on neighbouring bonds act on one side of the cut. With $\theta_0$ the wave function before the gate,
$$\theta=\theta_0-\tau h\theta_0+O(\tau^2),\qquad h=\mathbf S\cdot\mathbf S .$$
Use bases in which the first block is the space occupied by $\theta_0$:
$$\theta=\begin{pmatrix}\Lambda+O(\tau)&O(\tau)\\O(\tau)&-\tau G+O(\tau^2)\end{pmatrix}.$$
Eliminating the off-diagonal blocks changes the lower right block by $O(\tau)\Lambda^{-1}O(\tau)=O(\tau^2)$. The new singular values are thus $\tau$ times those of $G$ at leading order, and $w\propto\tau^2$ for sufficiently small $\tau$ at a fixed state. For the $D=36$ state, single gates with $\tau=0.002/J$ and $0.001/J$ discard $5.82\times10^{-12}$ and $1.46\times10^{-12}$, a ratio of 3.99.

A simple estimate shows what this means for the fixed point. Suppose each step adds a deviation $a\tau$ and damps the existing deviation $\delta$ at a rate $\gamma$, which is at least the gap. It can be larger, because rotation-invariant gates produce only singlet deviations. On rings of 8, 10 and 12 sites the lowest excited level that overlaps the AKLT start lies at $2.83J$, $2.25J$ and $1.88J$, while the gaps are $0.594J$, $0.525J$ and $0.484J$. This level drops quickly with size. The two-site cell also admits singlet deviations at momentum $\pi$, which the AKLT start does not reach; the lowest level reached by applying $H_o-H_e$ to it lies at $2.69J$, $2.38J$ and $2.16J$ on the same rings. In the infinite chain the decay of the energy from the AKLT start corresponds to an amplitude damping rate of $1.8J$ near $t=0.75/J$ and $1.1J$ near $t=3.25/J$ at $D=36$. Stationarity requires
$$\delta=(1-\gamma\tau)\delta+a\tau\quad\Rightarrow\quad\delta=a/\gamma .$$
The step cancels: smaller steps lose less each time, but more of them fit into the damping time. In this estimate the remaining truncation error is set by $D$, through $a$. The numbers agree with it. At $D=18$, reducing $\tau$ from $0.05/J$ to $0.02/J$ changes the symmetric energy by $4\times10^{-7}J$, whereas going to $D=36$ lowers it by $3.9\times10^{-5}J$. Convergence therefore has to be checked in $\tau$ and in $D$ separately.

## Canonical form and energy

Combine the two sites into one block, $M^s=B_0^\sigma B_1^{\sigma'}$, where $s$ takes nine values. Find the positive fixed points
$$\sum_sM^s r M^{s\dagger}=\eta r,\qquad\sum_sM^{s\dagger}lM^s=\eta l ,$$
and divide $M$ by $\sqrt\eta$. Factor $l=L^\dagger L$ and $r=RR^\dagger$, and set
$$A_L=LML^{-1},\qquad A_R=R^{-1}MR,\qquad C=LR .$$
From here on $C$ denotes this bond matrix. Inserting the fixed-point equations gives $\sum A_L^\dagger A_L=1$ and $\sum A_RA_R^\dagger=1$, and both $A_LC$ and $CA_R$ equal $LMR$. With $C$ scaled so that $\mathrm{tr}\,CC^\dagger=1$, the tensor $A_C=A_LC$ is the normalized wave function of one block in orthonormal surroundings. The energy per site is half the sum of the bond energy inside a block and that between neighbouring blocks. The final half gate is included in these results for $\tau=0.02/J$:

| $D$ | energy per site ($J$) | $\xi_D$ (sites) | gap ($J$) |
|---|---|---|---|
| 8 | −1.401093 | 3.35 | 0.4067 |
| 18 | −1.401445 | 4.15 | 0.4100 |
| 36 | −1.401484 | 5.10 | 0.4105 |

Apart from rounding, each energy is an upper bound on the true value, since it is the expectation value of $H$ per site in an actual state. An independent estimate comes from rings of 8, 10 and 12 sites, with energies per site $-1.417120J$, $-1.409413J$ and $-1.405796J$. If the finite-size error shrinks geometrically, Aitken's formula gives
$$-1.405796-\frac{(0.003617)^2}{0.003617-0.007707}=-1.4026 .$$
This differs from the iTEBD value by $1.1\times10^{-3}J$, so the rings confirm the energy only to about $10^{-3}J$; three sizes cannot test the geometric assumption.

## Correlation length

The transfer map $X\mapsto\sum A_RXA_R^\dagger$ has eigenvalues $1,\lambda_2,\dots$. The correlation of $S^z$ at distance $r=2n$ is a sum of terms proportional to $\lambda_k^{\,n}$. The term with eigenvalue 1 vanishes because $\langle S^z\rangle=0$ in a singlet. The slowest possible decay is $|\lambda_2|^{r/2}=e^{-r/\xi_D}$, hence
$$\xi_D=-2/\ln|\lambda_2| .$$
The table shows that $\xi_D$ is far from converged even where the energy is good to about five digits.

The form of the true correlations suggests why. Assume that near momentum $\pi$ a single magnon dominates, with relativistic energy $E(\pi+q)=\sqrt{\Delta^2+v^2q^2}$ and spectral weight proportional to $1/E$. The equal-time structure factor is then proportional to $(q^2+m^2)^{-1/2}$ with $m=\Delta/v$. At distances well above one site,
$$(-1)^r\langle S^z_0S^z_r\rangle\propto\int_{-\infty}^{\infty}\frac{e^{iqr}\,dq}{\sqrt{q^2+m^2}} .$$
Push the contour up around the cut $q=i\kappa$, $\kappa>m$. The root is $\pm i\sqrt{\kappa^2-m^2}$ on the right and left sides, and the directions of travel are opposite, so both sides contribute equally:
$$2\int_m^\infty\frac{e^{-\kappa r}\,d\kappa}{\sqrt{\kappa^2-m^2}}=2K_0(mr),\qquad \xi=\frac1m=\frac v\Delta .$$
The correlation is a continuum of exponentials whose slowest member has length $\xi$. A finite matrix replaces the continuum by discrete rates, and it is plausible that the lowest lies above the edge, so that $\xi_D<\xi$.

At moderate distance the sum can nevertheless be accurate. For $D=36$ the correlations at $r=8$ and 16 are 0.053444 and 0.010276, and
$$\frac{K_0(8/\xi)}{K_0(16/\xi)}=\frac{0.053444}{0.010276}=5.201\quad\Rightarrow\quad\xi=6.00 .$$
A pure exponential would give $8/\ln5.201=4.85$ from the same data. The pairs $(6,12)$ and $(10,20)$ give 6.05 and 5.92, so the result is $\xi\approx6.0$ with a spread of about 0.1 site. Most of this spread is truncation error: in a state with $D=48$ the correlations at $r=16$ and 20 are about 1% and 3% larger, and the pairs $(6,12)$, $(8,16)$ and $(10,20)$ give 6.05, 6.04 and 6.01.

## The gap

An excitation is built by changing one block and giving it momentum $p$ per block:
$$|\Phi_p(X)\rangle=\sum_ne^{ipn}|\cdots A_LA_L\,B_n\,A_RA_R\cdots\rangle,\qquad B^s=V^sX .$$
Regarded as a $9D\times D$ matrix, $A_L$ has orthonormal columns. $V$ contains the $8D$ orthonormal columns orthogonal to them, so $\sum V^\dagger A_L=0$. If bra and ket have their changed blocks at different places, the leftmost changed block gives $\sum B'^\dagger A_L=0$ or $\sum A_L^\dagger B=0$. The norm per block is therefore $\mathrm{tr}\,X^\dagger X$, and the ground state is orthogonal to the ansatz for the same reason.

Minimizing the energy gives an ordinary eigenproblem for $X$. Write the coupling between blocks as $\sum_\alpha a^\alpha b^\alpha$, with $a^\alpha$ on the last spin of one block and $b^\alpha$ on the first spin of the next; now let $h$ be the bond inside a block. Sums over physical indices and over repeated $\alpha$ are implied. Half-finished couplings are
$$\ell^\alpha=A_L^\dagger a^\alpha A_L,\qquad r^\alpha=(b^\alpha A_R)A_R^\dagger .$$
The energy of all blocks to the left, minus its ground-state value, is the matrix $\mathcal L$ solving
$$\mathcal L-A_L^\dagger\mathcal LA_L=c-\mathrm{tr}(cCC^\dagger),\quad c=A_L^\dagger(h+\ell^\alpha b^\alpha)A_L .$$
The subtraction removes a constant per block that would make the sum diverge. $\mathcal R$ is its mirror image. Fix the bra's changed block at position 0. There are three contributions.

1. The ket is changed at the same block:
$$F_0=(h+\ell^\alpha b^\alpha+\mathcal L-\varepsilon)B+a^\alpha Br^\alpha+B\mathcal R .$$
The constant $\varepsilon$ is chosen so that the same expression has zero expectation value in $A_C$; energies are then measured from the ground state.

2. The ket is changed further left. With $x^\alpha=e^{-ip}A_L^\dagger a^\alpha B$,
$$x=e^{-ip}\big[A_L^\dagger(h+\ell^\alpha b^\alpha+\mathcal L)B+A_L^\dagger x^\alpha b^\alpha A_R+A_L^\dagger xA_R\big],$$
$$F_-=x^\alpha b^\alpha A_R+xA_R .$$

3. The ket is changed further right:
$$y=e^{ip}\big[BA_R^\dagger+A_LyA_R^\dagger\big],\quad y^\alpha=e^{ip}\big[(b^\alpha B)A_R^\dagger+(b^\alpha A_L)yA_R^\dagger\big],$$
$$F_+=(h+\ell^\alpha b^\alpha+\mathcal L)A_Ly+a^\alpha A_Ly^\alpha .$$

Terms in which $H$ acts entirely to the right of the leftmost changed block vanish by the orthogonality of $V$ and $A_L$. The eigenproblem is
$$\omega X=V^\dagger(F_0+F_-+F_+).$$

At $p=0$ the equations for $x$ and $y$ are singular, because $A_L^\dagger CA_R=A_L^\dagger A_LC=C$ and $A_LCA_R^\dagger=CA_RA_R^\dagger=C$. The singular direction is harmless. A part of $x$ proportional to $C$ contributes $CA_R=A_LC$, which $V^\dagger$ removes. The source of $y$ has no such part:
$$\mathrm{tr}(C^\dagger BA_R^\dagger)=\mathrm{tr}\big((CA_R)^\dagger B\big)=\mathrm{tr}(C^\dagger A_L^\dagger B)=0 .$$
The direction $C$ can thus be projected out before solving. The Hermiticity of the resulting map is tested numerically.

A block contains two sites, so site momentum $k$ becomes $p=2k$ modulo $2\pi$, and $k=\pi$ appears at $p=0$. So does $k=0$; the lowest level is assigned to $k=\pi$, the momentum assumed for the magnon above. The program does not test this assignment, since it computes correlations only at even distances; the values of $\Delta$ and $v$ do not depend on it. For $D=36$ it lies at $\Delta=0.4105J$. The values in the table rise with $D$: they are not upper bounds, since $\omega$ is measured from an approximate ground state. The rings, whose gaps are $0.5936J$, $0.5248J$ and $0.4842J$, extrapolate to $0.426J$ without any choice of momentum.

The dispersion links the gap to the correlation length. At $D=18$ and $k=\pi+0.15$ the energy is $0.5514J$, so
$$v=\frac{\sqrt{0.5514^2-0.4100^2}}{0.15}=2.46,\qquad\frac v\Delta=\frac{2.46}{0.4100}=6.0\ \text{sites},$$
with $v$ in units of $J\cdot\text{site}/\hbar$. This agrees with $\xi$ from the correlations within their spread.

The three results are $-1.4015J$ per site, $\xi\approx6.0$ sites and $\Delta\approx0.41J$. The method leans on the gap throughout: it bounds the damping rate of the excited states from below, limits the accumulation of truncation errors and keeps $\xi$ finite. At a critical point these supports fail, and a finite-$D$ state with a unique leading transfer eigenvalue still has exponentially decaying connected correlations. A finite $\xi_D$ alone is then no evidence for a gap. The numerical check below covers the Trotter orders, the truncation law and the three results.

## Computed results

```
Units: energy J, time 1/J, length in sites
AKLT start energy per site: -1.333333 J
imaginary time per stage: 6.0 /J
Six-site ring, total energy error of Trotter fixed point
 tau=0.1: plain 1.7476e-02 J, symmetric 3.1242e-05 J
 tau=0.05: plain 4.3668e-03 J, symmetric 1.9609e-06 J
 orders: plain 2.001, symmetric 3.994
 tau^2 coefficient: predicted 1.7464 J^3, found 1.7467 J^3
iTEBD, cap 20: energy per site; reference -1.40144479 J
 tau=0.1: full gate -1.39909426 J, half gate -1.40143870 J
   errors: 2.351e-03 J, 6.096e-06 J
 tau=0.05: full gate -1.40085697 J, half gate -1.40144437 J
   errors: 5.878e-04 J, 4.212e-07 J
 tau=0.02: full gate -1.40135075 J, half gate -1.40144479 J
   errors: 9.404e-05 J, 0.000e+00 J
iTEBD at tau=0.02 with final half gate
 cap 10: D=8, energy per site -1.40109315 J
   lost weight per gate 7.048e-07, xi_D 3.3490 sites, gap 0.406724 J
 cap 20: D=18, energy per site -1.40144479 J
   lost weight per gate 6.327e-08, xi_D 4.1463 sites, gap 0.409988 J
 cap 36: D=36, energy per site -1.40148379 J
   lost weight per gate 5.785e-10, xi_D 5.1005 sites, gap 0.410475 J
one-gate lost weight, tau=0.002: 5.816e-12
one-gate lost weight, tau=0.001: 1.459e-12
 ratio: 3.987
largest Schmidt values: [0.69606 0.69606 0.08654 0.08654 0.08654 0.08654 0.02068 0.02068]
smallest kept Schmidt value: 9.339e-05
<SzSz> at r=6: 0.084268, r=12: 0.022975; K0 xi 6.0460 sites
<SzSz> at r=8: 0.053444, r=16: 0.010276; K0 xi 5.9958 sites
<SzSz> at r=10: 0.034769, r=20: 0.004659; K0 xi 5.9165 sites
cap 20: E(pi+0.15) = 0.551405 J
 velocity 2.4582 J*site/hbar, v/gap 5.9957 sites
ring N=8: energy per site -1.417120 J, gap 0.593555 J
ring N=10: energy per site -1.409413 J, gap 0.524808 J
ring N=12: energy per site -1.405796 J, gap 0.484196 J
ring extrapolation: energy -1.40260 J, gap 0.4256 J
```
